# Is the antibonding 2pσu state of H2+ purely repulsive?: a numerical check

```python
"""
Result under test: the lowest ungerade sigma state of H2+ (2p sigma-u) has a
shallow well, about 13 cm^-1 deep near 12.5 bohr, caused by polarisation.
Atomic units. R: proton separation; U(R): total fixed-nuclei energy relative
to H(1s) + H+ (energy -1/2); g/u: gerade/ungerade; xi, eta: prolate spheroidal
coordinates, xi=(ra+rb)/R, eta=(ra-rb)/R; p^2=-R^2*E_electronic/2.
At long range U = half the exchange splitting + polarisation energy, where
splitting ~ (4/e) R exp(-R) and polarisation ~ -c4/R^4 - c6/R^6 - c7/R^7.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_genlaguerre, eval_laguerre, roots_laguerre
from pyscf import gto

to_cm = constants.value("hartree-inverse meter relationship") / 100.0
proton_mass = constants.value("proton-electron mass ratio")
micro = 1.0e6

# ---- Exact separated solution: Laguerre functions in xi, Legendre in eta ----
n_rad = 24
x_node, x_weight = roots_laguerre(40)
lag = np.array([eval_laguerre(n, x_node) for n in range(n_rad)])
dlag = -0.5 * lag
for n in range(1, n_rad):
    dlag[n] -= eval_genlaguerre(n - 1, 1, x_node)
X1 = (lag * x_weight * x_node) @ lag.T
X2 = (lag * x_weight * x_node**2) @ lag.T
D1 = (dlag * x_weight * x_node) @ dlag.T
D2 = (dlag * x_weight * x_node**2) @ dlag.T

l_all = np.arange(62)
l_up = l_all[1:]
coupling = l_up / np.sqrt(4.0 * l_up**2 - 1.0)
eta_matrix = np.diag(coupling, 1) + np.diag(coupling, -1)
eta_squared = eta_matrix @ eta_matrix


def electronic_energy(R, parity):
    """parity 0: lowest gerade sigma state; parity 1: lowest ungerade."""
    pick = np.arange(parity, 60, 2)
    eta2 = eta_squared[np.ix_(pick, pick)]
    rotor = np.diag(pick * (pick + 1.0))

    def mismatch(energy):
        p = R * np.sqrt(-energy / 2.0)
        radial = (-4.0 * p * D1 - D2 + (2.0 * R - p * p) * np.eye(n_rad)
                  + (R / p - p) * X1 - X2 / 4.0)
        c_radial = np.linalg.eigvalsh(radial)[-1]
        c_angular = np.linalg.eigvalsh(rotor - p * p * eta2)[0]
        return c_radial - c_angular

    return brentq(mismatch, -2.1, -0.3, xtol=1e-15, rtol=1e-14)


def U_exact(R, parity=1):
    return electronic_energy(R, parity) + 1.0 / R + 0.5


# United-atom limit: the state becomes 2p of He+, energy -Z^2/8 = -1/2.
assert abs(electronic_energy(0.05, 1) + 0.5) < 1e-3

minimum = minimize_scalar(U_exact, bounds=(11.0, 14.0), method="bounded",
                          options={"xatol": 1e-5})
R_min, depth = minimum.x, -minimum.fun
R_zero = brentq(U_exact, 8.0, 12.0)
assert 12.4 < R_min < 12.7
assert 13.0 < depth * to_cm < 13.6

# Shape: falling up to the minimum, rising beyond it.
R_curve = np.arange(1.0, 30.01, 0.25)
U_curve = np.array([U_exact(R) for R in R_curve])
inner = U_curve[R_curve < R_min]
outer = U_curve[R_curve > R_min]
assert np.all(np.diff(inner) < 0) and np.all(np.diff(outer) > 0)
assert np.all(outer < 0)

# ---- Independent road: large two-centre Gaussian basis ----
basis = []
for l, smallest, count in [(0, 0.03, 20), (1, 0.04, 9),
                           (2, 0.04, 7), (3, 0.05, 5)]:
    for k in range(count):
        basis.append([l, [smallest * 2.2**k, 1.0]])
mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R_min)]], unit="Bohr",
            basis={"H": basis}, charge=1, spin=1, verbose=0)
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
levels = eigh(core, mol.intor("int1e_ovlp"), eigvals_only=True)
U_gauss_g, U_gauss_u = levels[:2] + 1.0 / R_min + 0.5
# The Gaussian energy is an upper bound; the basis is finite.
assert -1e-10 < U_gauss_u + depth < 5e-7
assert -1e-10 < U_gauss_g - U_exact(R_min, 0) < 5e-7

# ---- Polarisation coefficients from symbolic perturbation theory ----
r, t = sp.symbols("r t", positive=True)
f = {l: r**(l + 1) / sp.Integer(l + 1) + r**l / sp.Integer(l) for l in (1, 2)}
for l in (1, 2):
    u = f[l] * sp.exp(-r)
    residual = (-(sp.diff(u, r, 2) + 2 * sp.diff(u, r) / r
                  - l * (l + 1) * u / r**2) / 2 - u / r + u / 2
                - r**l * sp.exp(-r))
    assert sp.simplify(residual * sp.exp(r)) == 0


def mean_1s(expression):
    return sp.integrate(sp.expand(4 * r**2 * expression) * sp.exp(-2 * r),
                        (r, 0, sp.oo))


def angular_mean(expression):
    return sp.integrate(sp.expand(expression), (t, -1, 1)) / 2


P1, P2 = t, (3 * t**2 - 1) / 2
c4 = mean_1s(r * f[1]) * angular_mean(P1**2)
c6 = mean_1s(r**2 * f[2]) * angular_mean(P2**2)
c7 = (mean_1s(f[1]**2 * r**2 + 2 * f[1] * f[2] * r)
      * angular_mean(P1**2 * P2))
assert (c4, c6, c7) == (sp.Rational(9, 4), sp.Rational(15, 2),
                        sp.Rational(213, 4))
k4, k6, k7 = float(c4), float(c6), float(c7)


def polarisation(R):
    return -k4 / R**4 - k6 / R**6 - k7 / R**7


def mean_gu(R):
    return 0.5 * (U_exact(R, 0) + U_exact(R, 1))


rest_20 = mean_gu(20.0) - polarisation(20.0)
rest_30 = mean_gu(30.0) - polarisation(30.0)
remainder_power = np.log(rest_20 / rest_30) / np.log(30.0 / 20.0)
assert 7.5 < remainder_power < 10.0

# ---- Exchange splitting against its asymptotic law ----


def splitting_law(R):
    return 4.0 * R * np.exp(-R - 1.0)


splitting_ratio = {}
for R in (12.0, 16.0, 20.0):
    exact_split = U_exact(R, 1) - U_exact(R, 0)
    splitting_ratio[R] = exact_split / splitting_law(R)
    assert abs(splitting_ratio[R] - 1.0) < 0.05

lead = minimize_scalar(lambda R: splitting_law(R) / 2 - k4 / R**4,
                       bounds=(11.0, 15.0), method="bounded")
full = minimize_scalar(lambda R: splitting_law(R) / 2 + polarisation(R),
                       bounds=(11.0, 15.0), method="bounded")
assert abs(-lead.fun / depth - 1.0) < 0.10
assert abs(-full.fun / depth - 1.0) < 0.03

# ---- LCAO without and with one dipole-polarisation function per atom ----


def U_lcao(R):
    S = np.exp(-R) * (1.0 + R + R**2 / 3.0)
    top = (np.exp(-R) * (2.0 * R / 3.0 - 1.0 / R)
           + np.exp(-2.0 * R) * (1.0 + 1.0 / R))
    return top / (1.0 - S)


eta_node, eta_weight = np.polynomial.legendre.leggauss(50)


def U_basis(R, polarised):
    """Variational energy by quadrature; exp(-x) is in the Laguerre weight."""
    xi = 1.0 + x_node[:, None] / R
    eta = eta_node[None, :]
    volume = (2.0 * np.pi * (R / 2)**3 / R * (xi**2 - eta**2)
              * x_weight[:, None] * eta_weight[None, :])
    functions, h_functions = [0.0, 0.0], [0.0, 0.0]
    for side in (1.0, -1.0):
        near = R / 2 * (xi + side * eta)
        far = R / 2 * (xi - side * eta)
        toward = R / 2 * (1.0 + side * xi * eta)
        s = np.exp(-R / 2 * (1.0 + side * eta)) * np.ones_like(xi)
        pol = (near / 2 + 1.0) * toward * s
        for i, (func, source) in enumerate([(s, 0.0), (pol, toward * s)]):
            functions[i] = functions[i] + side * func
            h_functions[i] = h_functions[i] + side * (
                -0.5 * func + source - func / far)
    size = 2 if polarised else 1
    S = np.array([[np.sum(volume * functions[i] * functions[j])
                   for j in range(size)] for i in range(size)])
    H = np.array([[np.sum(volume * functions[i] * h_functions[j])
                   for j in range(size)] for i in range(size)])
    assert np.allclose(H, H.T, atol=1e-8)
    return eigh((H + H.T) / 2, S, eigvals_only=True)[0] + 1.0 / R + 0.5


for R in (2.0, 6.0, R_min):
    assert abs(U_basis(R, False) - U_lcao(R)) < 1e-9
R_scan = np.arange(0.5, 40.0, 0.05)
assert np.all(U_lcao(R_scan) > 0) and np.all(np.diff(U_lcao(R_scan)) < 0)
pol_min = minimize_scalar(lambda R: U_basis(R, True), bounds=(10.5, 16.0),
                          method="bounded")
assert pol_min.fun > U_exact(pol_min.x)
assert -pol_min.fun > 0.7 * depth

# ---- Lowest vibrational level, no rotation, by two discretisations ----
reduced_mass = proton_mass / 2.0
spline = CubicSpline(R_curve, U_curve)


def potential(R):
    return np.where(R < 30.0, spline(np.minimum(R, 30.0)), polarisation(R))


h = 0.2
grid = np.arange(5.0, 85.0, h)
index = np.arange(len(grid))
gap = index[:, None] - index[None, :]
safe = np.where(gap == 0, 1, gap)
kinetic = np.where(gap == 0, np.pi**2 / 3.0, 2.0 * (-1.0)**np.abs(gap) / safe**2)
kinetic = kinetic / (2.0 * reduced_mass * h**2)
vib_energy, vib_state = np.linalg.eigh(kinetic + np.diag(potential(grid)))
level = vib_energy[0]
mean_R = np.sum(vib_state[:, 0]**2 * grid)
h_fine = 0.02
fine = np.arange(5.0, 85.0, h_fine)
diagonal = potential(fine) + 1.0 / (reduced_mass * h_fine**2)
off = np.full(len(fine) - 1, -0.5 / (reduced_mass * h_fine**2))
level_fd = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]
assert abs(level - level_fd) < 2e-8
assert -depth < level < -1e-6

# ---- Printed results ----
print("U is measured from H(1s) + H+; uEh = microhartree")
print("R (bohr)   exact U (uEh)   LCAO U (uEh)")
for R in (2.0, 4.0, 6.0, 8.0, 10.0, 12.0, 14.0, 16.0, 20.0):
    print(f"{R:6.1f}  {U_exact(R)*micro:14.3f}  {U_lcao(R)*micro:14.3f}")
print(f"zero crossing of exact U: {R_zero:.3f} bohr")
print(f"exact minimum position: {R_min:.2f} bohr")
print(f"exact well depth: {depth*micro:.3f} uEh")
print(f"exact well depth: {depth*to_cm:.2f} cm^-1")
print(f"Gaussian-basis U at the minimum: {U_gauss_u*micro:.3f} uEh")
print(f"LCAO U at the exact minimum: {U_lcao(R_min)*micro:.3f} uEh")
print("Parts of U at the exact minimum:")
half_split = 0.5 * (U_exact(R_min, 1) - U_exact(R_min, 0))
print(f"  exact mean of g and u: {mean_gu(R_min)*micro:.3f} uEh")
print(f"  exact half splitting: {half_split*micro:.3f} uEh")
print(f"  -c4/R^4: {-k4/R_min**4*micro:.3f} uEh")
print(f"  -c6/R^6: {-k6/R_min**6*micro:.3f} uEh")
print(f"  -c7/R^7: {-k7/R_min**7*micro:.3f} uEh")
print(f"  half of splitting law: {splitting_law(R_min)/2*micro:.3f} uEh")
print(f"c4, c6, c7 (atomic units): {c4}, {c6}, {c7}")
print(f"power of remainder, R = 20 to 30 bohr: {remainder_power:.2f}")
for R, ratio in splitting_ratio.items():
    print(f"exact splitting / law at {R:.0f} bohr: {ratio:.4f}")
print(f"R^-4 model minimum: {lead.x:.2f} bohr")
print(f"R^-4 model depth: {-lead.fun*micro:.3f} uEh")
print(f"three-term model minimum: {full.x:.2f} bohr")
print(f"three-term model depth: {-full.fun*micro:.3f} uEh")
print(f"polarised LCAO minimum: {pol_min.x:.2f} bohr")
print(f"polarised LCAO depth: {-pol_min.fun*micro:.3f} uEh")
print(f"proton mass / electron mass: {proton_mass:.3f}")
print(f"lowest vibrational level: {level*micro:.2f} uEh")
print(f"lowest vibrational level: {level*to_cm:.2f} cm^-1")
print(f"zero-point energy above minimum: {(level+depth)*micro:.2f} uEh")
print(f"mean proton separation in that level: {mean_R:.1f} bohr")
print("checks complete")
```

Printed output:

```
U is measured from H(1s) + H+; uEh = microhartree
R (bohr)   exact U (uEh)   LCAO U (uEh)
   2.0      332465.608      339146.034
   4.0       54449.361       55112.873
   6.0        9356.108        9979.027
   8.0        1393.984        1765.291
  10.0          98.931         298.730
  12.0         -57.895          48.660
  14.0         -51.505           7.702
  16.0         -33.678           1.193
  20.0         -14.198           0.027
zero crossing of exact U: 10.689 bohr
exact minimum position: 12.55 bohr
exact well depth: 60.791 uEh
exact well depth: 13.34 cm^-1
Gaussian-basis U at the minimum: -60.729 uEh
LCAO U at the exact minimum: 29.489 uEh
Parts of U at the exact minimum:
  exact mean of g and u: -94.234 uEh
  exact half splitting: 33.443 uEh
  -c4/R^4: -90.813 uEh
  -c6/R^6: -1.923 uEh
  -c7/R^7: -1.088 uEh
  half of splitting law: 32.851 uEh
c4, c6, c7 (atomic units): 9/4, 15/2, 213/4
power of remainder, R = 20 to 30 bohr: 8.38
exact splitting / law at 12 bohr: 1.0177
exact splitting / law at 16 bohr: 1.0182
exact splitting / law at 20 bohr: 1.0168
R^-4 model minimum: 12.63 bohr
R^-4 model depth: 58.015 uEh
three-term model minimum: 12.53 bohr
three-term model depth: 60.976 uEh
polarised LCAO minimum: 12.61 bohr
polarised LCAO depth: 58.506 uEh
proton mass / electron mass: 1836.153
lowest vibrational level: -15.63 uEh
lowest vibrational level: -3.43 cm^-1
zero-point energy above minimum: 45.16 uEh
mean proton separation in that level: 17.1 bohr
checks complete
```
